# Phonons along [100] in an fcc lattice with central nearest-neighbour springs: verification in Python

```python
# fcc lattice, cube edge a, mass M, nearest-neighbour springs of energy (K/2)(r-l0)^2,
# bond length d = a/sqrt(2).  Result under test, for l0 = d and k = (k,0,0):
#   omega_L^2 = (8K/M) sin^2(ka/4),  omega_T^2 = (4K/M) sin^2(ka/4) (twofold),
#   hence 8K/M and 4K/M at X (k = 2 pi/a); interplanar constants kappa_L = 2K, kappa_T = K;
#   C11 = 2K/a, C44 = K/a; for l0 != d, t = K(1-l0/d): M omega^2(X) = 8K+8t and 4K+12t.
# Lattice tests use reduced units K = M = a = 1.
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp

neigh = [v for v in itertools.product((-1, 0, 1), repeat=3) if sum(c * c for c in v) == 2]
assert len(neigh) == 12

# ---- symbolic: Hessian of one bond, and neighbour sum along [100]
a_s, K_s, l_s, th = sp.symbols('a K l theta', positive=True)
xyz = sp.symbols('x y z', real=True)
bond_E = K_s / 2 * (sp.sqrt(sum(c**2 for c in xyz)) - l_s)**2
Hb = sp.hessian(bond_E, xyz).subs({xyz[0]: a_s / 2, xyz[1]: a_s / 2, xyz[2]: 0})
n_s = sp.Matrix([1, 1, 0]) / sp.sqrt(2)
t_s = K_s * (1 - l_s * sp.sqrt(2) / a_s)
diffH = Hb - K_s * n_s * n_s.T - t_s * (sp.eye(3) - n_s * n_s.T)
assert diffH.applyfunc(sp.simplify) == sp.zeros(3)
Dsym = sp.zeros(3)                      # theta = ka/4, so k.R = 2 theta * (integer x index)
for v in neigh:
    m = sp.Matrix(v)
    Dsym += (1 - sp.exp(2 * sp.I * th * v[0])) * m * m.T / 2
target = sp.diag(8, 4, 4) * sp.sin(th)**2
res = (Dsym - target).applyfunc(lambda e: sp.simplify(sp.expand(e.rewrite(sp.exp))))
assert res == sp.zeros(3)

# ---- periodic supercell with the full nonlinear spring energy
cells = np.array([8, 2, 2])
basis = [(0, 0, 0), (.5, .5, 0), (.5, 0, .5), (0, .5, .5)]
pos = np.array([np.array(c) + np.array(b)
                for c in itertools.product(*[range(n) for n in cells]) for b in basis], float)
N = len(pos)
d = 1 / np.sqrt(2)
I, J = np.triu_indices(N, 1)
sep = pos[J] - pos[I]
sep -= cells * np.round(sep / cells)
dist = np.linalg.norm(sep, axis=1)
near = dist < dist.min() + 1e-9
I, J, R0 = I[near], J[near], sep[near]
assert len(I) == 6 * N and abs(dist.min() - d) < 1e-12
every = np.ones(len(I), bool)


def energy(u, l0=d):
    u = u.reshape(N, 3)
    return 0.5 * np.sum((np.linalg.norm(R0 + u[J] - u[I], axis=1) - l0)**2)


def force(u, keep=every, l0=d):
    u = u.reshape(N, 3)
    i, j = I[keep], J[keep]
    r = R0[keep] + u[j] - u[i]
    L = np.linalg.norm(r, axis=1)
    f = ((L - l0) / L)[:, None] * r
    return np.stack([np.bincount(i, f[:, c], N) - np.bincount(j, f[:, c], N)
                     for c in range(3)], axis=1).ravel()


def hessian(keep=every, l0=d, h=1e-4):
    H = np.empty((3 * N, 3 * N))
    for c in range(3 * N):
        e = np.zeros(3 * N)
        e[c] = h
        H[:, c] = -(force(e, keep, l0) - force(-e, keep, l0)) / (2 * h)
    return H


rng = np.random.default_rng(1)
u0, w = 0.03 * rng.normal(size=3 * N), rng.normal(size=3 * N)
grad = (energy(u0 + 1e-6 * w) - energy(u0 - 1e-6 * w)) / 2e-6
assert abs(grad + force(u0) @ w) < 1e-6
TOL = 2e-6                               # central differences, error of order h^2
H = hessian()
assert np.abs(H - H.T).max() < TOL


def dyn_matrix(k):
    return sum((1 - np.cos(k @ np.array(v) / 2)) * np.outer(v, v) / 2 for v in neigh)


# the cube of edge 4 pi/a holds every allowed k of the supercell twice
all_k = [2 * np.pi * np.array(n) / cells for n in itertools.product(*[range(2 * c) for c in cells])]
from_D = np.sort(np.concatenate([np.linalg.eigvalsh(dyn_matrix(k)) for k in all_k]))
from_H = np.sort(np.repeat(np.linalg.eigvalsh((H + H.T) / 2), 2))
assert np.abs(from_D - from_H).max() < TOL

# ---- rigid (100) planes
plane = np.round(2 * pos[:, 0]).astype(int)
nP = 2 * cells[0]
P = np.zeros((3 * N, 3 * nP))
for i in range(N):
    for c in range(3):
        P[3 * i + c, c * nP + plane[i]] = np.sqrt(nP / N)
Hp = P.T @ H @ P
assert np.abs(H @ P - P @ Hp).max() < TOL
block = lambda A, p, q: A[p * nP:(p + 1) * nP, q * nP:(q + 1) * nP]
for p, q in ((0, 1), (0, 2), (1, 2)):
    assert np.abs(block(Hp, p, q)).max() < TOL
ks = 2 * np.pi * np.arange(-cells[0] + 1, cells[0] + 1) / cells[0]
spec = [np.linalg.eigvalsh((block(Hp, c, c) + block(Hp, c, c).T) / 2) for c in range(3)]
for c, pref in enumerate((8, 4, 4)):
    assert np.abs(spec[c] - np.sort(pref * np.sin(ks / 4)**2)).max() < TOL
kappa_L, kappa_T = -block(Hp, 0, 0)[0, 1], -block(Hp, 1, 1)[0, 1]
assert abs(kappa_L - 2) < TOL and abs(kappa_T - 1) < TOL and abs(Hp[0, 2]) < TOL


def x_pattern(c):
    e = np.zeros((N, 3))
    e[:, c] = (-1.0)**plane
    return e.ravel()


def x_value(A, c):
    e = x_pattern(c)
    lam = e @ A @ e / N
    assert np.abs(A @ e - lam * e).max() < TOL
    return lam


wL2, wT2 = x_value(H, 0), x_value(H, 1)
assert abs(wL2 - 8) < TOL and abs(wT2 - 4) < TOL and abs(x_value(H, 2) - 4) < TOL

# ---- which bonds matter
H_no_inplane = hessian(keep=np.abs(R0[:, 0]) > 0.1)
assert np.abs(P.T @ H_no_inplane @ P - Hp).max() < TOL and np.abs(H_no_inplane - H).max() > 0.4
H_xy = hessian(keep=np.abs(R0[:, 2]) < 0.1)
xy_only = [x_value(H_xy, c) for c in range(3)]
assert np.abs(np.array(xy_only) - [4, 4, 0]).max() < TOL

# ---- frozen patterns and real motion at X
amp = 1e-4
frozen = [energy(amp * x_pattern(c)) / N / amp**2 for c in (0, 1)]
assert abs(frozen[0] - 4) < TOL and abs(frozen[1] - 2) < TOL


def omega_from_motion(c):
    e = x_pattern(c)
    cross = lambda t, y: e @ y[:3 * N]
    cross.terminal = True
    sol = solve_ivp(lambda t, y: np.concatenate([y[3 * N:], force(y[:3 * N])]), (0, 3),
                    np.concatenate([amp * e, np.zeros(3 * N)]), method='DOP853',
                    rtol=1e-10, atol=1e-14, events=cross)
    return np.pi / (2 * sol.t_events[0][0])      # first zero is a quarter period


moved = [omega_from_motion(c) for c in (0, 1)]
assert abs(moved[0]**2 - 8) < 1e-5 and abs(moved[1]**2 - 4) < 1e-5

# ---- X lies on the zone face and the branches are flat there
prim = 0.5 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
rec = 2 * np.pi * np.linalg.inv(prim).T
Gs = np.array([np.array(n) @ rec for n in itertools.product(range(-2, 3), repeat=3) if any(n)])
margin = lambda k: (np.linalg.norm(k - Gs, axis=1) - np.linalg.norm(k)).min()
X = np.array([2 * np.pi, 0, 0])
assert np.linalg.norm(Gs - 2 * X, axis=1).min() < 1e-12
assert abs(margin(X)) < 1e-12 and margin(0.99 * X) > 0 and margin(1.01 * X) < 0
freq = lambda k: np.sqrt(np.linalg.eigvalsh(dyn_matrix(k)))
assert np.abs(freq(X) - freq(X * (1 - 1e-5))).max() / (2 * np.pi * 1e-5) < 1e-4

# ---- elastic constants from homogeneous strain (volume per atom 1/4, density 4)
def modulus(row, col, g=1e-4):
    total = 0.0
    for s in (g, -g):
        F = np.eye(3)
        F[row, col] += s
        total += 0.5 * np.sum((np.linalg.norm(R0 @ F.T, axis=1) - d)**2) / (N / 4)
    return total / g**2


C11, C44 = modulus(0, 0), modulus(1, 0)
assert abs(C11 - 2) < TOL and abs(C44 - 1) < TOL
slopes = freq(np.array([1e-3, 0, 0])) / 1e-3
assert abs(slopes[2] - np.sqrt(C11 / 4)) < 1e-6 and abs(slopes[2] - np.sqrt(0.5)) < 1e-6
assert abs(slopes[0] - np.sqrt(C44 / 4)) < 1e-6 and abs(slopes[0] - 0.5) < 1e-6

# ---- stressed springs
ratio_l0 = 0.95
t = 1 - ratio_l0
Hs = hessian(l0=ratio_l0 * d)
sL, sT = x_value(Hs, 0), x_value(Hs, 1)
assert abs(sL - (8 + 8 * t)) < TOL and abs(sT - (4 + 12 * t)) < TOL

# ---- output
print(f"supercell: {N} atoms, {len(I)} bonds, {nP} (100) planes")
for n in (2, 4, 6, 8):
    print(f"k/(2pi/a) = {n / 8:.2f}: omega_L^2 = {spec[0][2 * n - 1]:.4f} K/M, "
          f"omega_T^2 = {spec[1][2 * n - 1]:.4f} K/M")
print(f"X, Hessian: omega_L^2 = {wL2:.5f} K/M, omega_T^2 = {wT2:.5f} K/M")
print(f"X, integrated motion: omega_L^2 = {moved[0]**2:.5f} K/M, omega_T^2 = {moved[1]**2:.5f} K/M")
print(f"X, frozen energy per atom: L {frozen[0]:.5f} K u^2, T {frozen[1]:.5f} K u^2")
print(f"interplanar constants: kappa_L = {kappa_L:.5f} K, kappa_T = {kappa_T:.5f} K")
print(f"X, xy bonds only: x {xy_only[0]:.4f}, y {xy_only[1]:.4f}, z {abs(xy_only[2]):.4f} K/M")
print(f"strain energy: C11 = {C11:.5f} K/a, C44 = {C44:.5f} K/a")
print(f"stressed, l0/d = {ratio_l0:.2f}, t = {t:.2f} K: omega_L^2 = {sL:.4f} K/M, "
      f"omega_T^2 = {sT:.4f} K/M, ratio = {sL / sT:.4f}")
K, M_u, a = 20.0, 60.0, 4.0e-10
M = M_u * const.atomic_mass
w0 = np.sqrt(K / M)
wL, wT = np.sqrt(8 * K / M), np.sqrt(4 * K / M)
assert abs(moved[0] * w0 / wL - 1) < 1e-6 and abs(moved[1] * w0 / wT - 1) < 1e-6
rho = 4 * M / a**3
print(f"model: K = {K:.1f} N/m, a = {a / const.angstrom:.1f} angstrom, M = {M_u:.1f} u = {M:.4e} kg")
print(f"d = {a * d / const.angstrom:.4f} angstrom, k_X = {2 * np.pi * const.angstrom / a:.4f} 1/angstrom")
print(f"K/M = {K / M:.4e} s^-2, sqrt(K/M) = {w0:.4e} rad/s")
print(f"X: omega_L^2 = {wL**2:.4e} s^-2, omega_T^2 = {wT**2:.4e} s^-2")
print(f"X: omega_L = {wL:.4e} rad/s, nu_L = {wL / (2 * np.pi * const.tera):.3f} THz")
print(f"X: omega_T = {wT:.4e} rad/s, nu_T = {wT / (2 * np.pi * const.tera):.3f} THz")
print(f"X: omega_L/omega_T = {wL / wT:.4f}")
print(f"k = pi/a: omega_L = {wL * np.sin(np.pi / 4):.4e} rad/s, omega_T = {wT * np.sin(np.pi / 4):.4e} rad/s")
print(f"density = {rho:.1f} kg/m^3")
print(f"v_L = {a * w0 / np.sqrt(2):.1f} m/s, v_T = {a * w0 / 2:.1f} m/s")
print(f"C11 = {C11 * K / a / const.giga:.2f} GPa, C44 = {C44 * K / a / const.giga:.2f} GPa")
print("every check passed")
```

Output:

```
supercell: 128 atoms, 768 bonds, 16 (100) planes
k/(2pi/a) = 0.25: omega_L^2 = 1.1716 K/M, omega_T^2 = 0.5858 K/M
k/(2pi/a) = 0.50: omega_L^2 = 4.0000 K/M, omega_T^2 = 2.0000 K/M
k/(2pi/a) = 0.75: omega_L^2 = 6.8284 K/M, omega_T^2 = 3.4142 K/M
k/(2pi/a) = 1.00: omega_L^2 = 8.0000 K/M, omega_T^2 = 4.0000 K/M
X, Hessian: omega_L^2 = 8.00000 K/M, omega_T^2 = 4.00000 K/M
X, integrated motion: omega_L^2 = 8.00000 K/M, omega_T^2 = 4.00000 K/M
X, frozen energy per atom: L 4.00000 K u^2, T 2.00000 K u^2
interplanar constants: kappa_L = 2.00000 K, kappa_T = 1.00000 K
X, xy bonds only: x 4.0000, y 4.0000, z 0.0000 K/M
strain energy: C11 = 2.00000 K/a, C44 = 1.00000 K/a
stressed, l0/d = 0.95, t = 0.05 K: omega_L^2 = 8.4000 K/M, omega_T^2 = 4.6000 K/M, ratio = 1.8261
model: K = 20.0 N/m, a = 4.0 angstrom, M = 60.0 u = 9.9632e-26 kg
d = 2.8284 angstrom, k_X = 1.5708 1/angstrom
K/M = 2.0074e+26 s^-2, sqrt(K/M) = 1.4168e+13 rad/s
X: omega_L^2 = 1.6059e+27 s^-2, omega_T^2 = 8.0295e+26 s^-2
X: omega_L = 4.0074e+13 rad/s, nu_L = 6.378 THz
X: omega_T = 2.8336e+13 rad/s, nu_T = 4.510 THz
X: omega_L/omega_T = 1.4142
k = pi/a: omega_L = 2.8336e+13 rad/s, omega_T = 2.0037e+13 rad/s
density = 6227.0 kg/m^3
v_L = 4007.4 m/s, v_T = 2833.6 m/s
C11 = 100.00 GPa, C44 = 50.00 GPa
every check passed
```
